\section*{Why heavy boron doping stops silicon etching: the four-electron model}

\section{What holes do to an etching site}

\textbf{Q:} In an alkaline etchant my lightly and moderately boron-doped silicon dissolves at nearly the same rate. Somewhere above $10^{19}\,\mathrm{cm^{-3}}$ the rate collapses. Boron is still a tiny fraction of the atoms. How can it matter so much?

\textbf{A:} A widely used explanation, which I follow here without proving it, is that boron acts through the holes it supplies, because the etching reaction runs on electrons. In the Seidel picture the removal of one silicon atom combines two steps,
\begin{align}
4\mathrm{H_2O}+4e^- &\rightarrow 4\mathrm{OH^-}+2\mathrm{H_2},\\
\mathrm{Si}+4\mathrm{OH^-} &\rightarrow \mathrm{Si(OH)_4}+4e^- .
\end{align}
Water takes four electrons from the silicon and makes hydroxide at the surface. The hydroxide binds to a silicon atom, which is oxidised and returns four electrons to the solid. The sum consumes no electrons, but the first step needs them at the right place. A hole that recombines with a waiting electron interrupts the cycle.

\textbf{Q:} Moderately doped p-type silicon also has many holes. Why do they not interrupt it?

\textbf{A:} At the surface of p-type silicon in such a solution the bands bend downwards, which keeps holes away. Take a layer of width $W$ emptied of holes, with fully ionised boron at concentration $C$, elementary charge $q$ and permittivity $\varepsilon$. At depth $z$ the field has magnitude $qC(W-z)/\varepsilon$, since it must vanish at $z=W$. Its integral is the band bending in volts,
\begin{equation}
\psi=\int_0^W\frac{qC(W-z)}{\varepsilon}\,dz=\frac{qCW^2}{2\varepsilon},
\qquad W=\sqrt{\frac{2\varepsilon\psi}{qC}} .
\end{equation}
For a chosen bending of $0.5$ V and relative permittivity 12, $W$ is 258 nm at $10^{16}\,\mathrm{cm^{-3}}$ but 2.6 nm at $10^{20}\,\mathrm{cm^{-3}}$. A barrier a few nanometres thick can be crossed by tunnelling. At $10^{20}\,\mathrm{cm^{-3}}$ this is only an order of magnitude. The holes are degenerate, the mean acceptor spacing $C^{-1/3}\approx2.2$ nm is comparable to $W$, and the surface field $2\psi/W$ is about 4 MV/cm. The depletion charge $qCW\approx4\,\mathrm{\mu C\,cm^{-2}}$ would drop 0.2 to 0.4 V across a double-layer capacitance of 10 to 20 $\mathrm{\mu F\,cm^{-2}}$, so the bending need not stay fixed as the doping rises. This estimate makes access of holes to the surface plausible. It does not give their capture rate, which I shall take as a parameter.

\section{Holding four electrons together}

\textbf{Q:} How do you turn this into an etch rate?

\textbf{A:} I describe one surface site by the number $j=0,\dots,4$ of electrons it holds, and let $\theta_j$ be the probability of that state. The assumptions are these.
\begin{itemize}
\item The site gains electrons one at a time at rate $g$, independent of doping.
\item Each state with $j\geq1$ loses one electron to a hole at rate $b=rC$. The hole concentration is set equal to $C$, and the constant $r$ absorbs the fraction of holes that reach the surface.
\item A site with four electrons completes the reaction at rate $c$. The atom leaves and an empty site is exposed.
\item No external current flows.
\end{itemize}
This is a kinetic form of the four-electron idea; it does not calculate $g$, $r$ or $c$ from the electronic structure.

Let $J$ be the number of atoms removed per site per second, so $J=c\theta_4$. In the steady state the probability of $j=4$ is constant, so its net supply equals its loss: $g\theta_3-b\theta_4=J$. The state $j=3$ must then receive from below the same net flux that it passes upwards, and so on down the ladder:
\begin{equation}
g\theta_j-b\theta_{j+1}=J,\qquad j=0,1,2,3.
\label{eq:flux}
\end{equation}
Adding the four equations gives a net capture of $4J$ electrons per second. Dissolution returns $4J$, so no net charge crosses the surface, as the absence of an external current requires.

\textbf{Q:} Please solve it without skipping the algebra.

\textbf{A:} Define $x=b/g=rC/g$ and $\delta=c/g$. Dividing \eqref{eq:flux} by $g$ gives $\theta_j=J/g+x\theta_{j+1}$. Start from $\theta_4=J/c$ and work downwards:
\begin{align}
\theta_3&=\frac Jg+\frac Jc\,x,\\
\theta_2&=\frac Jg(1+x)+\frac Jc\,x^2,\\
\theta_1&=\frac Jg(1+x+x^2)+\frac Jc\,x^3,\\
\theta_0&=\frac Jg(1+x+x^2+x^3)+\frac Jc\,x^4 .
\end{align}
The five probabilities add to one. In the terms with $J/g$, the number 1 appears four times, $x$ three times, $x^2$ twice and $x^3$ once. With $1/g=\delta/c$,
\begin{equation}
J=\frac{c}{1+x+x^2+x^3+x^4+\delta(4+3x+2x^2+x^3)} .
\label{eq:J}
\end{equation}
Numerical tests compare this formula with a direct linear solution of the balance equations, for slow and fast dissolution.

\textbf{Q:} What does it say at the two ends of the doping scale?

\textbf{A:} For $x\to0$ holes do not interfere, and $J\to J_0=c/(1+4\delta)$. The term $4\delta$ is the time spent collecting four electrons, measured in units of the dissolution time $1/c$. If each removal lowers the surface on average by $d$, the etch rate is $R=dJ$ and its plateau is $R_0=dJ_0$.

At high doping the largest terms in the denominator are $x^4$ and $\delta x^3$. If $x\gg1$ and $x\gg\delta$, the first dominates and $J\to c/x^4$. Dividing by $J_0$,
\begin{equation}
\frac{R}{R_0}\to\frac{1+4\delta}{x^4}
=(1+4\delta)\left(\frac{g}{rC}\right)^4
=\left(\frac{C_0}{C}\right)^4,
\qquad C_0=\frac gr(1+4\delta)^{1/4}.
\label{eq:law}
\end{equation}
This is the inverse fourth-power decline. Each of the four upward steps competes with a hole, and each contributes a factor $g/(rC)$ to the chance of finding a full site.

The critical concentration $C_0$ is where the plateau and the high-doping asymptote cross. It is not a threshold: \eqref{eq:J} is smooth there. When $\delta$ is small, $C_0$ is close to the doping at which loss to holes becomes as fast as electron supply.

\section{Numbers for a model surface}

\textbf{Q:} How sharp is the stop in practice?

\textbf{A:} Take round model parameters, not fitted to an etchant: $g=1.2\times10^4\,\mathrm{s^{-1}}$, $r=4\times10^{-16}\,\mathrm{cm^3\,s^{-1}}$, $c=120\,\mathrm{s^{-1}}$ and $d=0.14$ nm. Then $\delta=120/12000=0.01$ and
\begin{align}
J_0&=\frac{120}{1.04}\,\mathrm{s^{-1}}=115.4\,\mathrm{s^{-1}},\\
R_0&=0.14\,\mathrm{nm}\times115.4\,\mathrm{s^{-1}}\times60\,\mathrm{s\,min^{-1}}
=969\,\mathrm{nm\,min^{-1}},\\
C_0&=\frac{1.2\times10^4}{4\times10^{-16}}(1.04)^{1/4}\,\mathrm{cm^{-3}}
=3.03\times10^{19}\,\mathrm{cm^{-3}} .
\end{align}
The plateau is thus $0.969\,\mathrm{\mu m\,min^{-1}}$. Equation \eqref{eq:J} then gives the following values, where the local exponent is $s=d\ln R/d\ln C$.
\begin{center}
\begin{tabular}{cccc}
$C$ ($\mathrm{cm^{-3}}$) & $R$ ($\mathrm{\mu m\,min^{-1}}$) & $R_0/R$ & $s$\\
$10^{18}$ & 0.937 & 1.03 & $-0.03$\\
$10^{19}$ & 0.652 & 1.49 & $-0.47$\\
$3\times10^{19}$ & 0.198 & 4.90 & $-1.98$\\
$10^{20}$ & 0.00571 & 170 & $-3.58$\\
$2\times10^{20}$ & 0.000433 & 2240 & $-3.82$
\end{tabular}
\end{center}
A tenfold reduction needs $4.1\times10^{19}\,\mathrm{cm^{-3}}$, and a hundredfold reduction $8.6\times10^{19}\,\mathrm{cm^{-3}}$.

The site populations show the cause within the model. At $10^{20}\,\mathrm{cm^{-3}}$ about 70\% of sites are empty and 0.57\% hold four electrons. The removal rate is therefore $120\times0.00566=0.68\,\mathrm{s^{-1}}$ per site, compared with 115 on the plateau. Dissolution of a full site is as fast as before; full sites have become rare.

\textbf{Q:} At $10^{20}\,\mathrm{cm^{-3}}$ the exponent is still not $-4$. Is the law wrong there?

\textbf{A:} The asymptote has not quite been reached. It predicts a reduction of $(C/C_0)^4=119$, while the full formula gives 170. The difference comes from the lower powers in the denominator, mostly from $x^3$, $x^2$ and $x$, which describe sites holding some electrons but not four.

The approach of the slope follows from the two highest powers. For large $x$, with $\delta$ fixed,
\begin{equation}
J\simeq\frac{c}{x^4+(1+\delta)x^3}
=\frac{c}{x^4}\left(1+\frac{1+\delta}{x}\right)^{-1}.
\end{equation}
Since $\ln(1+u)\simeq u$ for small $u$, $\ln J\simeq\ln c-4\ln x-(1+\delta)/x$. Differentiating with respect to $\ln x$ gives
\begin{equation}
s\simeq-4+\frac{1+\delta}{x}.
\end{equation}
The correction falls only as $1/C$. At $200\,C_0$, a mathematical check well beyond useful doping, the computed exponent is $-3.995$.

\section{Which features survive a less simple surface}

\textbf{Q:} The four electrons surely do not all have equal rates.

\textbf{A:} Give step $i$ its own gain rate $g_i$ and loss rate $r_iC$, and write $x_i=r_iC/g_i$. The same recursion, $\theta_{i-1}=J/g_i+x_i\theta_i$, leads to
\begin{equation}
\theta_0=J\left[\frac1{g_1}+\frac{x_1}{g_2}+\frac{x_1x_2}{g_3}
+\frac{x_1x_2x_3}{g_4}+\frac{x_1x_2x_3x_4}{c}\right].
\end{equation}
At sufficiently high doping nearly all sites are empty, so $\theta_0\to1$, and the last term dominates because it has the highest power of $C$. Hence
\begin{equation}
J\to c\prod_{i=1}^4\frac{g_i}{r_iC}.
\end{equation}
The fourth power survives; unequal rates change $C_0$ and the shape of the knee.

The knee becomes sharper if partly filled sites are rare at all relevant dopings and dissolution is slow enough to drop the terms in $J/g_i$. Then $\theta_0+\theta_4\simeq1$, while the recursion gives $\theta_0\simeq x_1x_2x_3x_4\theta_4$. The product is proportional to $C^4$, so call it $(C/C_0)^4$. Eliminating $\theta_0$ yields
\begin{equation}
\frac R{R_0}\simeq\theta_4\simeq\frac{1}{1+(C/C_0)^4}.
\label{eq:sharp}
\end{equation}
At $C_0$ this rate is one half of the plateau, whereas the equal-step example has one fifth. At $2C_0$ the sharp ladder already has a local exponent of $-3.76$. If the loss rate is known to be proportional to $C$, the shape of the knee therefore carries information about the intermediate states that the limiting power does not. Without that knowledge it is ambiguous: a single electron lost at a rate proportional to $C^4$, with slow dissolution, would give the same sharp curve.

\textbf{Q:} Could you have skipped all this and said that four electrons per atom imply a fourth power?

\textbf{A:} No. Suppose each electron, once captured, is used irreversibly at rate $w$ unless a hole takes it first. Four uses are still needed per atom. Let $T_0$ be the mean time to the next use from an empty state, and $T_1$ that from a state holding one electron. Then
\begin{equation}
T_0=\frac1g+T_1,\qquad
T_1=\frac1{b+w}+\frac{b}{b+w}T_0 .
\end{equation}
In the second equation the first term is the mean waiting time, and the second is the chance $b/(b+w)$ of having to start again times the mean time $T_0$ then needed. Multiply it by $b+w$ and insert $T_1=T_0-1/g$:
\begin{equation}
(b+w)T_0-\frac{b+w}{g}=1+bT_0
\quad\Longrightarrow\quad
T_0=\frac1g+\frac1w+\frac{b}{gw}.
\end{equation}
If the atom leaves at the fourth use, $1/J=4T_0$. At high doping $J\to gw/(4rC)$, an inverse first power. The stoichiometry is unchanged, but a hole now destroys one electron's progress and leaves the earlier progress intact. With four electrons per atom and a loss rate proportional to $C$, the fourth power requires that holes can undo all four steps until the atom is removed.

\textbf{Q:} What if the final removal is very fast?

\textbf{A:} Then the fourth electron is protected. In the range $1\ll x\ll\delta$, which means $g\ll rC\ll c$, the term $\delta x^3$ dominates the denominator of \eqref{eq:J}. Because $c/\delta=g$,
\begin{equation}
J\simeq\frac{c}{\delta x^3}=\frac g{x^3},
\end{equation}
an inverse third power. A case with $x=100$ and $\delta=10^4$ gives a computed exponent of $-2.99$. The fourth power returns when $rC\gg c$, so that holes can attack even a full site before it dissolves.

\section{Conditions on supply and recombination}

\textbf{Q:} You kept $r$ constant, yet the barrier becomes thinner as doping rises.

\textbf{A:} That is the weakest premise. If the loss rate varies as $b\propto C^m$ over the range considered, then $x\propto C^m$ and the limit $J\to c/x^4$ becomes $R\propto C^{-4m}$. A capture coefficient that grows with doping makes the decline steeper than the fourth power. If each loss involves two holes, so that $m=2$, the limiting power is $-8$; the computed exponent in such a case is $-7.99$. In the limit $J\to c/x^4$, the inverse fourth power thus requires $m=1$, as with one hole per lost electron and a nearly constant $r$ above the knee.

The barrier estimate at the start does not supply such a constant $r$. If the bending stays at 0.5 V and holes must tunnel through the depleted layer, a WKB estimate at 350 K, with tunnelling masses of 0.16 to 0.5 electron masses and Fermi-Dirac statistics for the holes (density-of-states mass 0.8), gives a local $m$ of roughly 2.5 to 3.8 at $10^{20}\,\mathrm{cm^{-3}}$, depending on the mass and on whether the holes are weighted by their density or by their flux towards the barrier. With the example's other parameters and the knee kept near $3\times10^{19}\,\mathrm{cm^{-3}}$, the local slope of the etch rate would then be about $-10$ to $-15$. The constant $r$ is therefore an assumption of the model, not a consequence of the thinning barrier.

\textbf{Q:} Dissolving atoms return electrons. When etching slows, should their supply not slow too?

\textbf{A:} It can. Suppose all returned electrons add to the supply, $g=g_0+4J$, where $g_0$ is a doping-independent part that does not come from etching. As $J\to0$ at high doping, $g\to g_0$, and the limit $J\to c/x^4$ becomes $J\to c\,[g_0/(rC)]^4$. The exponent stays $-4$.

In the example the effect near the knee is small. At $C_0$, without feedback, $J=0.200\times115.4=23.1\,\mathrm{s^{-1}}$. The extra supply is $4J=92\,\mathrm{s^{-1}}$, or 0.8\% of $g_0=1.2\times10^4\,\mathrm{s^{-1}}$. Since the local exponent there is about $-2$ and $x$ varies as $1/g$, the rate should rise by about 1.5\%. The self-consistent solution gives 1.6\%, relative to the rate without feedback at the same doping.

The argument does need $g_0>0$. The model does not identify the source of this supply; thermal exchange of electrons with the silicon is a possible one, which I have not calculated.

\textbf{Q:} If I measure a slope of $-4$, have I proved the mechanism?

\textbf{A:} You have found agreement with one of its consequences. For a ladder of $N$ electrons the same recursion gives a leading factor $x^{-N}$, hence $R\propto C^{-Nm}$. Two electrons held together and lost by two-hole events would also give $-4$. In this limit the exponent measures the product $Nm$, not the number of electrons alone; in the intermediate range of very fast removal it measures $(N-1)m$.

Plot $\ln R$ against the logarithm of the measured hole concentration, because inactive boron does not supply the holes assumed here. Fit the plateau and the knee together with the steep part. For the ladder with a fixed electron supply, a single straight line drawn through the knee averages local slopes between zero and the limiting value. In the equal-step example even the points at $10^{20}$ and $2\times10^{20}\,\mathrm{cm^{-3}}$ have slopes of $-3.6$ and $-3.8$, although the underlying limit is $-4$. The numerical output lists the remaining cases.

\section*{Computed values}
\begin{verbatim}
Electron gain rate g = 1.2e+04 1/s
Hole capture coefficient r = 4e-16 cm^3/s
Full-site dissolution rate c = 120 1/s
Surface recession per removal d = 0.14 nm
Ratio delta = c/g = 0.01
Ratio g/r = 3.000e+19 cm^-3
Plateau removal rate J0 = 115.38 1/s
Plateau etch rate R0 = 0.9692 um/min
Critical concentration C0 = 3.030e+19 cm^-3
Equal-step ladder: C (cm^-3), x, R (um/min), R0/R, local exponent
  1e+17  0.0033  9.660e-01  1.003  -0.003
  1e+18  0.0333  9.372e-01  1.034  -0.034
  1e+19  0.3333  6.518e-01  1.487  -0.473
  3e+19  1.0000  1.976e-01  4.904  -1.980
  1e+20  3.3333  5.706e-03  169.9  -3.578
  2e+20  6.6667  4.330e-04  2238  -3.822
R/R0 at C = C0, equal steps: 0.2000
C for tenfold reduction: 4.097e+19 cm^-3
C for hundredfold reduction: 8.607e+19 cm^-3
Asymptote (C/C0)^4 at 1e20 cm^-3: 118.71
Site populations j=0..4 at 1e20 cm^-3: 0.70177, 0.21051, 0.06314, 0.01892, 0.00566
Net electrons captured per atom: 4.000000
Sharp-knee ladder: C/C0, R/R0 (master equation), local exponent
  0.5  0.93631  -0.239
  1.0  0.49724  -1.995
  2.0  0.05875  -3.761
  5.0  0.00160  -3.993
Exponent at C = 200 C0, equal steps: -3.9950
R C^4/(R0 C0^4) at C = 200 C0: 0.9950
Exponent, electrons used one by one (b/g=200): -0.990
Exponent, fast dissolution (b/g=100, c/g=1e4): -2.990
Exponent, loss rate as C^2 (b/g=196): -7.990
Feedback: change of R at C0 = 1.58 %
Feedback: exponent at 200 C0 = -3.9950
Band bending = 0.50 V, relative permittivity = 12
Depletion width at 1e+16 cm^-3 = 257.52 nm
Depletion width at 1e+18 cm^-3 = 25.75 nm
Depletion width at 1e+20 cm^-3 = 2.58 nm
\end{verbatim}
